Small Oscillations of a Static Domain Wall in Quartic Polarization Theory

**1. Definitions and conventions**

A ferroelectric has one polar axis, z. A flat wall with normal x separates a domain polarized along −z from one polarized along +z. The polarization P(x,t) points along z and, at first, varies only along x. Its divergence ∂P/∂z then vanishes, so no bound charge appears and no depolarizing field acts.

The free energy per volume is

f = −(a/2)P² + (b/4)P⁴ + (g/2)(∂P/∂x)²

and the kinetic energy per volume is (μ/2)(∂P/∂t)². All four coefficients are positive; μ is the inertia of the lattice displacement that carries P. Damping and applied field are absent. Setting inertia times acceleration equal to minus the variational derivative of the free energy gives

μ P_tt = g P_xx + aP − bP³.    (1)

Subscripts x and t denote derivatives. Frequencies ω are angular; values in THz are ω/2π. "Bulk frequency" means the frequency ω₀ of a small uniform oscillation inside a domain.

The claim concerns an infinite continuous medium. The wall has two localized modes of motion along x, with ω² = 0 and ω² = (3/4)ω₀², and all other modes lie at or above ω₀.

**2. The simple case: one uniform domain**

For a static uniform state, (1) gives aP = bP³. The nonzero solutions are P = ±P₀ with

P₀² = a/b.

Put P = P₀ + η and expand the cube to first order, (P₀ + η)³ ≈ P₀³ + 3P₀²η. The static terms cancel, and since bP₀² = a,

μ η_tt = gη_xx + (a − 3a)η = gη_xx − 2aη.

A plane wave exp(ikx − iωt) therefore has

ω² = ω₀² + gk²/μ,  ω₀² = 2a/μ.    (2)

The limit k → 0 is the bulk frequency. A weak static field E adds E to the right side of (1), so η = E/(2a). With η = ε₀χE, where χ is the soft-mode susceptibility inside a domain,

a = 1/(2ε₀χ).

Numbers for later use: P₀ = 50 µC/cm², χ = 20 and ω₀/2π = 6 THz are round choices. They give a = 0.2824 (MV/cm)/(µC/cm²). Then b = a/P₀² = 0.2824/2500 = 1.13×10⁻⁴ (MV/cm)/(µC/cm²)³. With ω₀ = 2π × 6 = 37.7 ps⁻¹, μ = 2a/ω₀² = 0.5648/1421 = 3.97×10⁻⁴ (MV/cm) ps²/(µC/cm²).

**3. The static wall**

Now let P run from −P₀ at x = −∞ to +P₀ at x = +∞. The static form of (1) is gP_xx = −aP + bP³. Multiply by P_x and integrate once:

(g/2)P_x² = −(a/2)P² + (b/4)P⁴ + C.

Far away P_x = 0 and P² = P₀², so C = (a/2)P₀² − (b/4)P₀⁴ = (b/4)P₀⁴, using a = bP₀². The right side is then a perfect square:

(g/2)P_x² = (b/4)(P₀² − P²)².

P rises with x, so the positive root applies. With P = P₀F,

F_x = √(a/2g) (1 − F²).

Define w = √(2g/a). The solution centred at x = 0 is

P_s(x) = P₀ tanh(x/w).    (3)

Relative to a domain, the local energy excess (b/4)(P² − P₀²)² equals the gradient energy at every point, by the first integral. The wall energy per area is therefore

σ = g∫P_s,x² dx = (gP₀²/w)∫sech⁴s ds = 4gP₀²/(3w),    (4)

where s = x/w and the last integral is 4/3.

Choose w = 0.5 nm. Then g = aw²/2 = 0.2824 × 0.25/2 = 0.0353 (MV/cm) nm²/(µC/cm²), and (4) gives σ = 1.47 eV/nm². As a test, the static equation was solved on a fine grid, starting from an algebraic profile. The solution differs from (3) by at most 1.4×10⁻⁴ of P₀, and its energy is 1.4685 eV/nm² against 1.4686 from (4).

**4. Linearizing about the wall**

Write P(x,t) = P_s(x) + η(x)e^(−iωt), with the real part understood. The cube contributes

(P_s + η)³ = P_s³ + 3P_s²η + 3P_sη² + η³.

The first term belongs to the static equation. The last two are dropped, which requires |η| ≪ P₀. What remains is

μω²η = −gη_xx + (3bP_s² − a)η.

Since 3bP_s² = 3a tanh²s = 3a − 3a sech²s, the bracket equals 2a − 3a sech²s. In the scaled coordinate, gη_xx = (g/w²)η_ss = (a/2)η_ss. Taking out a/2 gives

μω²η = (a/2)Hη,  H = −d²/ds² + 4 − 6 sech²s.    (5)

If Hη = λη, then ω² = aλ/(2μ). Dividing by ω₀² = 2a/μ,

ω² = (λ/4)ω₀².    (6)

Limit far from the wall: sech²s → 0 and H → −d²/ds² + 4. A wave with wavenumber k has λ = 4 + k²w², so ω² = ω₀² + k²w²ω₀²/4. Because w²ω₀²/4 = (2g/a)(2a/μ)/4 = g/μ, this is (2) again.

No material coefficient is left in H. Ratios of mode frequencies to ω₀ therefore do not depend on a, b, g or μ within this model.

**5. The translation mode**

A wall displaced by X is also a static solution. For small X,

P_s(x − X) ≈ P_s(x) − X P_s,x(x),

and P_s,x = (P₀/w) sech²s. The shape sech²s must therefore have λ = 0. To verify this, differentiate the static equation gP_s,xx + aP_s − bP_s³ = 0 with respect to x:

gP_s,xxx + (a − 3bP_s²)P_s,x = 0.

Up to sign this is the right side of the linearized equation acting on P_s,x, so H sech²s = 0.

Zero frequency does not mean that the wall must stay still. For this shape the amplitude obeys a free-particle equation, X_tt = 0, with solution X + Vt. The linear description of drift holds while the displacement is small compared with w and V is small compared with √(g/μ), the speed scale in (1).

The full nonlinear equation tests the drift over a longer distance. A wall started with V = 0.05√(g/μ) travelled 0.9985 of Vt over a distance of about w. The shortfall is mostly of second order in V. Equation (1) has the speed limit c = √(g/μ), and momentum conservation gives a wall speed near V/√(1 + V²/c²), a shortfall of V²μ/(2g) = 0.125%. The remaining 0.025% is discretization error; the converged ratio is 0.99875.

**6. Finding every localized mode**

Let T = tanh s, so that T′ = sech²s = 1 − T². For a real function W(s), expand the product

(−d/ds + W)(d/ds + W)η = −η″ − W′η − Wη′ + Wη′ + W²η = −η″ + (W² − W′)η.

The opposite order changes the sign of W′. Define

A = d/ds + 2T,  A† = −d/ds + 2T,
B = d/ds + T,  B† = −d/ds + T.

The dagger marks the adjoint, obtained by integrating by parts with functions that vanish at infinity. The potentials follow from T² = 1 − sech²s:

A†A = −d²/ds² + 4T² − 2sech²s = −d²/ds² + 4 − 6sech²s = H,
AA† = −d²/ds² + 4T² + 2sech²s = −d²/ds² + 4 − 2sech²s,
B†B = −d²/ds² + T² − sech²s = −d²/ds² + 1 − 2sech²s,
BB† = −d²/ds² + T² + sech²s = −d²/ds² + 1.

Comparing the second and third lines,

AA† = B†B + 3.    (7)

Two steps thus connect the wall problem to a free wave.

Let η be normalizable with Hη = λη. Then λ∫|η|²ds = ∫|Aη|²ds ≥ 0, so λ cannot be negative. In this model no small distortion that varies only along x grows exponentially.

If λ = 0, then Aη = 0, or η′ = −2Tη. Integration gives η = sech²s up to a factor. This is the translation mode, and no other mode has λ = 0.

If λ > 0, set φ = Aη. It is normalizable and nonzero, since ∫|φ|²ds = λ∫|η|²ds. Acting with A on A†Aη = λη gives AA†φ = λφ, and (7) turns this into

B†Bφ = (λ − 3)φ.

Hence ∫|Bφ|²ds = (λ − 3)∫|φ|²ds, and λ ≥ 3. No localized mode lies between 0 and 3.

Take λ = 3. Then Bφ = 0, or φ′ = −Tφ, so φ = sech s. The wall distortion is recovered from A†φ = A†Aη = 3η:

A† sech s = sech s tanh s + 2 tanh s sech s = 3 sech s tanh s.

So η = sech s tanh s, and (6) gives

ω₁² = (3/4)ω₀².    (8)

Finally suppose λ > 3, and set ψ = Bφ. It is normalizable and nonzero, and it obeys BB†ψ = (λ − 3)ψ, or

ψ″ = −(λ − 4)ψ.

The solutions are growing and decaying exponentials for λ < 4, linear functions for λ = 4, and sines and cosines for λ > 4. No nonzero combination is square-integrable over the whole line. This contradiction excludes further localized modes. There are two, with λ = 0 and λ = 3.

The shape mode is odd about the wall centre. In one half-cycle it adds to |P| on both sides and sharpens the wall; in the other it broadens it. Its net dipole ∫η dx vanishes, so a uniform field along z does not drive it at first order. The translation mode is even and has a net dipole, which is how a field pushes the wall.

For the example, ω₁/2π = (√3/2) × 6 = 5.196 THz, or 21.5 meV as ħω₁. The bulk value is 24.8 meV.

**7. The continuum and a finite box**

The factorization also supplies the extended modes. Let κ = kw. The free wave e^(iκs) satisfies BB†e^(iκs) = (1 + κ²)e^(iκs). Applying B† gives a state of B†B with the same eigenvalue; (7) adds 3, and applying A† gives a state of H with

λ = 4 + κ².

Work out the two steps. First, B†e^(iκs) = (T − iκ)e^(iκs). Then

A†[(T − iκ)e^(iκs)] = [−sech²s − iκ(T − iκ) + 2T(T − iκ)]e^(iκs)
= [−1 + T² − iκT − κ² + 2T² − 2iκT]e^(iκs)
= [3T² − 1 − κ² − 3iκT]e^(iκs).    (9)

On the far left (T = −1) the bracket is 2 − κ² + 3iκ, and on the far right (T = +1) it is 2 − κ² − 3iκ. Both sides contain a wave travelling to the right and none travelling back. The two factors have equal modulus, so the wall transmits all the power and changes the phase. Direct integration of the wave equation at kw = 0.9 gave a reflected fraction below 10⁻¹⁰.

At κ = 0, (9) becomes 3T² − 1. It tends to 2 on both sides, so it is bounded but not normalizable. It marks the edge of the continuum and is not a third localized mode.

A finite box tests the count. The forces on the grid wall of section 3 were differentiated numerically, with P held at ±P₀ at about ±12w. The lowest values of ω²/ω₀² are 0.0000, 0.7499 and 1.0055, and two modes lie below the bulk frequency.

The third value follows from (9). Its real part is an even standing wave,

(3T² − 1 − κ²)cos κs + 3κT sin κs.

At s = 12, where T ≈ 1, it must vanish: (2 − κ²)cos 12κ + 3κ sin 12κ = 0. The smallest positive root is κ ≈ 0.15, and 1 + κ²/4 ≈ 1.0056. The excess over 1 is therefore an effect of the box, and it vanishes as the box grows.

The nonlinear equation provides another test. A wall distorted by 0.01P₀ sech s tanh s oscillated with ω²/ω₀² = 0.7500.

**8. Waves running along the wall**

Let the distortion also vary as e^(iqy), where y lies in the wall and is perpendicular to P. There is still no bound charge. For a gradient energy equal in all directions, the extra term −gη_yy = gq²η gives

ω² = ω_n² + gq²/μ,    (10)

with ω_n = 0 or ω₁.

The translation branch can be compared with a stretched membrane. A wall moving at speed V has kinetic energy per area (μ/2)V²∫P_s,x²dx, hence mass per area μσ/g by (4). Its tension is σ, so bending waves travel at √(σg/(μσ)) = √(g/μ), as (10) says.

A wave along z is different because ∂P/∂z ≠ 0. For a distortion η(x)cos qz the bound charge density is qη(x)sin qz. In a medium of background permittivity ε = ε₀ε_b, Poisson's equation gives the potential

Φ = (1/2ε) sin qz ∫e^(−q|x−x′|)η(x′)dx′.

The field −∂Φ/∂z opposes the distortion and adds to the stiffness the operator

(Kη)(x) = (q/2ε)∫e^(−q|x−x′|)η(x′)dx′.    (11)

For uniform η the integral is 2η/q and K = 1/ε, the full depolarizing stiffness of a longitudinal wave.

Take a film 10 nm thick along z, with ideal electrodes, and ε_b = 5. The longest bend has q = π/(10 nm), so qw = 0.157. Without charge, √(g/μ) = wω₀/2 gives a translation frequency of 6 × 0.157/2 = 0.471 THz.

With charge, consider first a wall much thinner than 1/q, for which the exponential in (11) is 1. The mean of K over sech²s is (q/2ε)(2w)²/(4w/3) = 3qw/(2ε). Divided by 2a = 1/(ε₀χ) this is 1.5 × 0.157 × 20/5 = 0.94, so the fixed-profile estimate is near 5.8 THz. Keeping the exponential lowers it to 5.43 THz. For the shape mode the corresponding change is from 5.22 to 5.89 THz.

The profiles were held fixed here. A real mode can readjust, so the charged values are upper bounds on the lowest even and odd frequencies of this electrostatic model. Solving for the profile as well lowers them to about 3.8 and 5.6 THz. The readjustment matters most for the translation mode: about two thirds of its rise from 0.471 THz survives in frequency, about half in ω². With charge the continuum at this q starts near 6.9 THz, so both modes stay localized. A rigid shift between ideal shorted electrodes creates no such charge and keeps ω = 0.

**9. When the wall is as thin as the lattice**

The zero frequency rests on the freedom to shift the wall by any distance. A lattice removes it. Replace gP_xx by g(P_{n+1} − 2P_n + P_{n−1})/d² for layers spaced by d = 0.5 nm. Keep a, b and μ fixed and vary g, so that w = √(2g/a) changes. With the wall centred between layers:

w = 1.00 nm: ω²/ω₀² = 0.0004 and 0.738
w = 0.50 nm: ω²/ω₀² = 0.165 and 0.615
w = 0.25 nm: ω²/ω₀² = 0.703 and 0.823

At w = 2d the two continuum values are nearly recovered, but the count is not exact: the state at the continuum edge becomes a third, weakly bound mode at ω²/ω₀² ≈ 0.999. At w = d the former translation mode has risen to 6 × √0.165 = 2.4 THz, and at w = d/2 to 5.0 THz. Moving the wall centre onto a layer costs 6×10⁻⁵, 0.049 and 0.32 eV/nm² in the three cases, which is the pinning barrier.

The second ratio first falls and then rises. The rise has a simple limit: as g → 0 each layer becomes an independent oscillator at ±P₀ with stiffness 2a, so both ratios must tend to 1.

**10. Damping and thermal amplitude**

A damping force −μΓP_t changes each mode equation to ω² + iΓω − ω_n² = 0. The translation mode splits into ω = 0 and ω = −iΓ: displacement persists, while velocity decays. For the shape mode the real part is √(ω₁² − Γ²/4). With Γ/2π = 0.60 THz, a chosen value, this is 5.187 THz. The shift is slight, but the linewidth is comparable with the 0.804 THz gap to the continuum, so the two responses would partly overlap.

To size the thermal motion, write the distortion as c(y,z) sech s tanh s. Over a wall area S, each in-plane wave is an oscillator of mass μNS, where N = w∫sech²s tanh²s ds = 2w/3. There are S/d² waves, so

⟨c²⟩ = (1/(Nd²)) ⟨(ħ/(2μω_q)) coth(ħω_q/(2k_BT))⟩_q,    (12)

where the average runs over |q_y|, |q_z| ≤ π/d and ω_q follows (10). At 300 K the root-mean-square c is 7.2 µC/cm², or 0.145P₀. Since sech s tanh s peaks at 1/2, this branch alone moves the polarization by at most about 0.07P₀. The figure uses gq²/μ up to the zone corner; the lattice dispersion raises c to 0.157P₀. It is not the total fluctuation: summing all modes on the w = d lattice of section 9 gives 0.14 to 0.15P₀ next to the wall centre and about 0.10 to 0.11P₀ inside a domain. For the unpinned, uncharged continuum wall the translation branch alone gives about 0.2P₀ at the centre for a patch of order 10 nm, growing slowly with wall area. Charge stiffening is left out of (12); it would reduce this value.

A nonlinear run with the whole wall oscillating at √2 times this coefficient had a frequency 0.47% below the small-amplitude value. Starting from the opposite sign of distortion gives about 0.41%, so the shift is 0.4 to 0.5%. This measures the anharmonicity of one coherent mode, not the full thermal shift.

**11. The model beside hafnia**

The polarization, susceptibility and film thickness lie in the rough range of ferroelectric hafnia; the mode frequency and damping are order-of-magnitude choices. The polarization is at the upper end of that range. The chosen values imply a wall energy of 235 mJ/m² and a field for uniform switching of 2aP₀/(3√3) = 5.4 MV/cm, several times the 1 to 2 MV/cm coercive fields typical of real films, so the well was not fitted to switching data. The wall parameter is too large for the thinnest walls. Hafnia walls can be about as thin as one cell, whereas tanh(x/w) with w = 0.5 nm covers only 76% of the full polarization change within 1 nm. The continuum assumption therefore fails for such walls: in the model, layers 0.5 nm apart move the translation mode from zero to 2.4 THz at the chosen width, and to 5.0 THz at half that width. Hafnia's polarization also couples to other lattice displacements, which a single quartic well omits; their effect on these frequencies is not sized here. The ratio 3/4 is a property of a smooth quartic wall, not a prediction for a cell-thin one. The numerical output below collects the main values.

Computed results

```
domain polarization P0 = 50.0 uC/cm2
soft-mode susceptibility = 20
wall parameter w = 0.50 nm
a = 0.2824 (MV/cm)/(uC/cm2)
b = 1.1294e-04 (MV/cm)/(uC/cm2)^3
g = 0.03529 (MV/cm) nm^2/(uC/cm2)
mu = 3.9734e-04 (MV/cm) ps^2/(uC/cm2)
wall energy, formula = 1.4686 eV/nm2
wall energy, relaxed grid = 1.4685 eV/nm2
largest profile error against tanh = 1.4e-04 of P0
grid modes, omega^2/omega0^2: first = 0.0000 (magnitude)
  second = 0.74991, third = 1.00553
number of grid modes below the bulk frequency = 2
reflected power at k w = 0.9: below 1e-10 is True
nonlinear run, small amplitude: omega^2/omega0^2 = 0.7500
nonlinear run, wall drift over V t = 0.9985
bulk frequency = 6.000 THz = 24.81 meV
shape frequency = 5.196 THz = 21.49 meV
gap from shape mode to band = 0.804 THz
lattice spacing = 0.50 nm; lattice walls:
  w = 1.00 nm: omega^2/omega0^2 = 0.000393 and 0.7382
    pinning barrier = 6.009e-05 eV/nm2
  w = 0.50 nm: omega^2/omega0^2 = 0.164893 and 0.6145
    pinning barrier = 4.934e-02 eV/nm2
  w = 0.25 nm: omega^2/omega0^2 = 0.702664 and 0.8230
    pinning barrier = 3.237e-01 eV/nm2
pinned translation mode at w = 0.50 nm: 2.436 THz
pinned translation mode at w = 0.25 nm: 5.030 THz
damping linewidth = 0.60 THz
damped shape frequency = 5.187 THz
film thickness = 10 nm, background permittivity = 5
bent translation mode: no charge 0.471 THz, with charge 5.426 THz
bent shape mode: no charge 5.217 THz, with charge 5.886 THz
temperature = 300 K
rms coefficient of sech*tanh = 7.23 uC/cm2 = 0.145 P0
frequency shift at sqrt(2) times that amplitude = -0.47 %
```
